# Interlacing of CI Roots and Upper Bounds for Excited States

The variational principle in its simplest form protects only the ground state. Every normalized trial function has an energy expectation value at or above the lowest exact energy, but nothing so simple holds for the second level, even if the trial function is made orthogonal to a good approximate ground state. Let $\psi_1$ and $\psi_2$ be exact orthonormal states with energies $\varepsilon_1<\varepsilon_2$, and suppose that the approximate ground state is $\phi=\cos\theta\,\psi_1+\sin\theta\,\psi_2$. The function

$$
\chi=-\sin\theta\,\psi_1+\cos\theta\,\psi_2
$$

is orthogonal to $\phi$. Since $H$ has no matrix element between $\psi_1$ and $\psi_2$, its energy is

$$
\langle\chi|H|\chi\rangle=\sin^2\!\theta\,\varepsilon_1+\cos^2\!\theta\,\varepsilon_2
=\varepsilon_2-\sin^2\!\theta\,(\varepsilon_2-\varepsilon_1),
$$

which lies below $\varepsilon_2$ whenever $\sin\theta\neq0$. Admixture of higher exact states would raise the energy instead, so an excited-state energy obtained from orthogonality alone could be too high or too low, and lowering it further need not improve it.

Configuration interaction (CI) does something different: it diagonalizes $H$ in a whole space of trial functions. In the space spanned by $\phi$ and $\chi$ this restores $\varepsilon_1$ and $\varepsilon_2$, because $\psi_1$ and $\psi_2$ lie in that space. In a general trial space the exact states are not available, yet the $k$-th root is still protected from below by the $k$-th exact level. The Hylleraas–Undheim–MacDonald theorem, which describes how the roots move when the space grows, leads to this result.

Let $H$ be a Hermitian Hamiltonian whose energies are bounded below. For a molecule it is the nonrelativistic electronic Hamiltonian with fixed nuclei. Take $n$ linearly independent functions $\Phi_i$ of finite energy, spanning a space $V$, and write $\Psi=\sum_i c_i\Phi_i$. With $H_{ij}=\langle\Phi_i|H|\Phi_j\rangle$ and $S_{ij}=\langle\Phi_i|\Phi_j\rangle$, the energy is

$$
E=\frac{\sum_{ij}c_i^*H_{ij}c_j}{\sum_{ij}c_i^*S_{ij}c_j}.
$$

Multiply by the denominator and vary $c_i^*$. At a stationary point $\delta E=0$, so that

$$
\sum_jH_{ij}c_j=E\sum_jS_{ij}c_j .
$$

Linear independence makes $S$ positive definite, so $S^{-1/2}$ exists. Setting $c=S^{-1/2}d$ and multiplying from the left by $S^{-1/2}$ gives $S^{-1/2}HS^{-1/2}d=Ed$, an ordinary Hermitian eigenvalue problem. It has $n$ real roots, which we order as $E_1\le E_2\le\dots\le E_n$, repeating degenerate ones. Its eigenvectors can be chosen orthonormal, and the corresponding functions $u_i$ in $V$ then satisfy

$$
\langle u_i|u_j\rangle=\delta_{ij},\qquad \langle u_i|H|u_j\rangle=E_i\delta_{ij}.
$$

The $u_i$ are generally not eigenfunctions of $H$: the second relation concerns only matrix elements within $V$. It is enough to fix the energy of any superposition. For $x=\sum_ia_iu_i$ with $\sum_i|a_i|^2=1$,

$$
\langle x|H|x\rangle=\sum_{ij}a_i^*a_j\langle u_i|H|u_j\rangle=\sum_i|a_i|^2E_i. \tag{1}
$$

This is a weighted average of roots. It therefore lies between the lowest and the highest root whose vectors are used in $x$.

Now add one linearly independent function. The new space $W$ contains $V$ and has dimension $n+1$. Call its ordered roots $F_1\le\dots\le F_{n+1}$ and its orthonormal root functions $w_j$. The theorem states that

$$
F_k\le E_k\le F_{k+1},\qquad k=1,\dots,n. \tag{2}
$$

Each old root is enclosed by two neighbouring new ones. The smallest case can be checked by hand. If $V$ holds one normalized function of energy $a$, and the added function, made orthonormal to it, has energy $b$ and coupling $v$, the new roots obey $F_1+F_2=a+b$ and $F_1F_2=ab-|v|^2$, the trace and determinant of the $2\times2$ matrix. Hence

$$
(a-F_1)(a-F_2)=a^2-a(a+b)+ab-|v|^2=-|v|^2\le0 .
$$

The two factors cannot have the same strict sign, so $F_1\le a\le F_2$. If $v=0$, one of the new roots equals $a$.

The general proof needs one fact about dimensions. Suppose two subspaces of $W$ have dimensions $p$ and $q$ with $p+q=n+2$. Take a basis $s_1,\dots,s_p$ of the first and $t_1,\dots,t_q$ of the second. Together these are $n+2$ vectors in a space of dimension $n+1$, so they are linearly dependent:

$$
\sum_i\alpha_is_i+\sum_j\beta_jt_j=0
$$

with not all coefficients zero. The vector $x=\sum_i\alpha_is_i=-\sum_j\beta_jt_j$ belongs to both subspaces. It is not zero, for if it were, the independence of each basis would make every $\alpha_i$ and every $\beta_j$ vanish. The two subspaces therefore share a nonzero vector, which can be normalized.

For the left inequality in (2), take the span of $u_1,\dots,u_k$, of dimension $k$, and the span of $w_k,\dots,w_{n+1}$, of dimension $n+2-k$. The dimensions sum to $n+2$, so there is a common normalized vector $x$. Apply (1) twice. As a combination of the lowest $k$ old root functions, $x$ has energy at most $E_k$. As a combination of new root functions from the $k$-th upward, it has energy at least $F_k$. Thus

$$
F_k\le\langle x|H|x\rangle\le E_k .
$$

For the right inequality, take the span of $u_k,\dots,u_n$, of dimension $n-k+1$, and the span of $w_1,\dots,w_{k+1}$, of dimension $k+1$. The sum is again $n+2$. A common normalized vector $y$ has energy at least $E_k$ by its first expansion and at most $F_{k+1}$ by its second:

$$
E_k\le\langle y|H|y\rangle\le F_{k+1}.
$$

This proves (2). Only the ordering of the roots was used, so degeneracies need no separate treatment.

If $m$ functions are added one after another, the left inequality says at each stage that the $k$-th root does not rise. The right inequality says that the old $k$-th root lies at or below the new root of index one higher. After $m$ stages, with $F_j$ now denoting the roots of the final space,

$$
F_k\le E_k\le F_{k+m}. \tag{3}
$$

The left half compares equal positions in the two lists, and it is the half that leads to upper bounds.

The hydrogen atom shows the pattern in a case whose exact levels are known. The trial functions are $s$-type Gaussians $e^{-\alpha r^2}$ with exponents $0.004\times3^i$ in units of bohr$^{-2}$, entering from the most diffuse, $i=0$, upward. Three functions give the roots $-0.2610$, $-0.0831$ and $-0.0415$ hartree. With a fourth function the lowest three roots are $-0.3664$, $-0.1055$ and $-0.0494$ hartree. Arranged in order,

$$
-0.3664<-0.2610<-0.1055<-0.0831<-0.0494<-0.0415 ,
$$

with new and old roots alternating. With ten functions the first three roots are $-0.49995$, $-0.12492$ and $-0.05507$ hartree, all above the exact $-0.50000$, $-0.12500$ and $-0.05556$ hartree.

One might argue that the basis can be enlarged until it is complete, the roots falling all the while towards the exact levels. That argument would require a proof of convergence. A shorter route adds the exact states themselves to the trial space. They need not be known, since they are used only in the reasoning.

Let the exact discrete levels below the continuum be $\varepsilon_1\le\varepsilon_2\le\dots$, counted with multiplicity, and let $\psi_1,\dots,\psi_k$ be orthonormal exact states belonging to the first $k$ of them, where $k\le n$. Let $W$ now be the space spanned by $V$ and these $k$ states. At most $k$ new dimensions have been added. For every $\phi$ in $W$,

$$
\langle\phi|H|\psi_j\rangle=\varepsilon_j\langle\phi|\psi_j\rangle ,
$$

because $H\psi_j=\varepsilon_j\psi_j$. In an orthonormal basis of $W$ that begins with $\psi_1,\dots,\psi_k$, the Hamiltonian matrix therefore has $\varepsilon_1,\dots,\varepsilon_k$ on the first $k$ diagonal places and no elements joining them to the rest. The remaining block acts on functions orthogonal to all of $\psi_1,\dots,\psi_k$. Expanded in exact states, such a function contains only the later discrete levels and the continuum, so its energy is an average of values none of which is below $\varepsilon_k$. The roots of that block are energies of such functions and are not below $\varepsilon_k$ either. The lowest $k$ roots of $W$ are thus $F_j=\varepsilon_j$, and the left half of (3) gives

$$
E_k\ge\varepsilon_k . \tag{4}
$$

If all the $\psi_j$ already lie in $V$, no function has been added and (4) holds as an equality.

The condition that $k$ discrete levels exist below the continuum matters, since a finite matrix always supplies $n$ roots whether or not the system has $n$ bound states. Suppose there are only $q<k$ discrete levels below the continuum threshold $\Sigma$. Consider $x=\sum_{i=1}^ka_iu_i$ and demand $\langle\psi_j|x\rangle=0$ for $j=1,\dots,q$. These are $q$ homogeneous linear equations for $k>q$ coefficients, so a nonzero solution exists and can be normalized. Being orthogonal to all the discrete states below $\Sigma$, it has energy at least $\Sigma$; by (1) it has energy at most $E_k$. Therefore

$$
E_k\ge\Sigma\qquad(k>q).
$$

The surplus root bounds the threshold, and the theorem ties it to no bound state. A particle in the one-dimensional well $V(x)=-e^{-x^2}$, with $\hbar=m=1$, illustrates this. A grid calculation for the even states finds one negative level, near $-0.4774$, and the threshold is zero. In a basis of even Gaussians $e^{-\alpha x^2}$ with exponents $2/4^i$, $i=0,1,\dots$, added in order of increasing width, the first root settles at $-0.4773$, while the second is $0.41$ with three functions, $0.0039$ with six and $1.4\times10^{-5}$ with ten. It sinks towards the threshold and stays above it.

So far the levels of the whole system have been counted. Symmetry allows a sharper count. Let $A$ be a Hermitian operator that commutes with $H$, such as the square of the total spin, and let $A\phi=a\phi$ and $A\chi=a'\chi$ with $a\ne a'$. Then

$$
0=\langle\phi|AH-HA|\chi\rangle=(a-a')\langle\phi|H|\chi\rangle ,
$$

so the matrix element vanishes. A set of such labels divides the functions into sectors that $H$ does not connect. Each sector is a Hilbert space with its own Hamiltonian, its own levels and its own continuum threshold, and every step above can be repeated inside it. When the trial functions belong purely to one sector, $E_k$ and $\varepsilon_k$ in (4) are the $k$-th root and the $k$-th exact level of that sector. For hydrogen $p$ functions the first root has to be compared with the $2p$ level: ten Gaussians give $-0.12497$ hartree, just above $-0.12500$ hartree. Without symmetry the only guarantee for this root would be the $1s$ energy, $-0.5$ hartree, which is true but of little use.

The molecule BH shows the theorem at work in a correlated calculation. The internuclear distance is set to 1.25 Å, the basis is 6-31G, and the boron $1s$ orbital is kept doubly occupied. Four electrons then move in ten orbitals, which gives 2025 determinants with equal numbers of up and down spins. From these one can form 190 independent functions of symmetry $^1\Sigma^+$: singlets with no angular momentum about the axis and even under reflection in a plane containing it. The CI spaces are nested, each adding the next level of excitation from the Hartree–Fock (HF) determinant. S, D and T stand for single, double and triple excitations, and full CI (FCI) includes the quadruples as well. The lowest roots, in hartree, are as follows.

| Space | Size | Root 1 | Root 2 | Root 3 |
|:--|--:|--:|--:|--:|
| HF | 1 | −25.1089 | | |
| CIS | 9 | −25.1089 | −24.7065 | −24.5075 |
| CISD | 55 | −25.1692 | −24.8661 | −24.7641 |
| CISDT | 127 | −25.1701 | −24.8836 | −24.7806 |
| FCI | 190 | −25.1719 | −24.8956 | −24.7819 |

No entry rises on going down a column, as the left half of (3) requires. The first root does not move between HF and CIS. A small rotation of an occupied orbital into a virtual one changes the HF determinant, to first order, by a singly excited function. Since the HF energy is stationary under such rotations, its coupling to the single excitations vanishes, and the HF energy remains a root of the CIS matrix, here the first one because the second root in the table lies higher. This is the equality case met above for $v=0$. The numerical check also lets the 190 functions enter one at a time and confirms both sides of (2) at every step.

Relative to full CI in the same orbital basis, the CISD errors of the three roots are

$$
\begin{aligned}
-25.1692+25.1719&=0.0027,\\
-24.8661+24.8956&=0.0295,\\
-24.7641+24.7819&=0.0178
\end{aligned}
$$

hartree, or about 0.07, 0.80 and 0.48 eV. None is negative, as the left half of (3) requires, but they are far from equal. The theorem fixes the sign of each error; on its size it offers only the right half of (3) with $m=190-55=135$, namely $E_k\le F_{k+135}$, a comparison with roots far up the list of 190. It does not even say that the error grows with the index of the root, and here the third root is better than the second. These numbers belong to the 6-31G basis and are not converged with respect to it. The three full CI roots fall by 0.005, 0.058 and 0.137 hartree in 6-31++G and by 0.043, 0.053 and 0.070 hartree in cc-pVDZ. The CISD errors become 0.08, 0.76 and 0.77 eV in the first basis and 0.12, 1.04 and 0.92 eV in the second, and the full CI gap between the first two roots, $0.2763$ hartree in 6-31G, becomes $0.2233$ and $0.2663$ hartree.

For the same reason energy differences are not bounded. The gap between the first two CISD roots is $-24.8661+25.1692=0.3031$ hartree, above the full CI value $-24.8956+25.1719=0.2763$ hartree. The hydrogen calculation with four Gaussians errs the other way: its gap is $-0.1055+0.3664=0.2609$ hartree, against the exact $0.3750$ hartree. There the energy error is $0.1336$ hartree for the compact $1s$ state but only $0.0195$ hartree for the diffuse $2s$ state. The error of a gap is the difference of two non-negative errors, and it can have either sign.

The danger described at the start can also be seen in BH. Remove the HF function from the full CI space and diagonalize $H$ in the remaining 189 functions. The lowest root is the lowest energy attainable by a $^1\Sigma^+$ function of this frozen-core space that is orthogonal to the HF determinant. It comes out at $-24.9030$ hartree, which is $0.0074$ hartree below the second full CI root. The right half of (2) explains why it could not have come out above: removing one function leaves a space whose first root obeys $E_1\le F_2$. Orthogonality to an approximate ground state therefore gives no upper bound to the second level. The bound belongs to the second root of a matrix in which the approximate ground state is included and allowed to mix.

The role of symmetry is equally visible. The lowest $^1\Pi$ root in CISD is $-25.0333$ hartree. It is a proper upper bound to the lowest $^1\Pi$ level of the frozen-core space, for which full CI gives $-25.0569$ hartree. It lies well below the second $^1\Sigma^+$ level at $-24.8956$ hartree and is no bound to that level. In a list that mixes symmetries, the $k$-th root bounds the $k$-th level of the whole system, whatever its symmetry. Counting positions within the $^1\Sigma^+$ sector bounds the second $^1\Sigma^+$ level without any knowledge of how many levels of other symmetries lie below it.

Within a sector it is position, and not the character of the wavefunction, that fixes the correspondence. If two states of the same symmetry appear in the wrong order in a small CI, the second root is still a bound to the second exact level, even though its wavefunction may resemble the third exact state. Following a state by its leading configuration and comparing it with the exact state of similar character can therefore lose the bound.

The full CI energies of the example are exact only for the chosen orbital basis and frozen core. The true fixed-nuclei states of BH lie in a much larger space. The 190 functions are nevertheless legitimate trial functions for the complete nonrelativistic Hamiltonian, so (4) applies to them directly: every root in the table is an upper bound to the corresponding exact $^1\Sigma^+$ level, and for a neutral molecule the Rydberg series supplies enough discrete levels below the ionization threshold. The bounds on the excited levels are weak here. An all-electron CISD for BH$^+$ at the same distance, with cc-pCVTZ on boron and cc-pVDZ on hydrogen, gives $-24.913$ hartree, itself an upper bound to the threshold. The second and third full CI roots of the table lie above it by about 0.018 and 0.131 hartree, and above the exact levels by more.

The two results also differ in what they ask of the trial spaces. Interlacing compares two spaces, one of which contains the other. If the orbitals are optimized afresh for each calculation, the spaces are in general not nested, and (2) no longer relates their roots. The upper bound (4) concerns one space at a time and survives: whatever orbitals were used, provided the resulting space still belongs to one symmetry sector, the $k$-th root obtained by diagonalizing $H$ in it cannot fall below the $k$-th exact level of that sector, as long as that level lies below the continuum. If the orbitals break the symmetry, a truncated space need not divide into sectors, and only the count over all levels of the system remains.

## Numbers as computed

```
BH distance 1.25 angstrom; correlated orbitals 10
determinants 2025; singlet Sigma+ functions 190
BH interlacing inequalities tested: 35910
BH singlet Sigma+ roots 1,2,3 (Eh), by CI space and dimension
  HF       1   -25.108858
  CIS      9   -25.108858   -24.706471   -24.507508
  CISD    55   -25.169182   -24.866061   -24.764129
  CISDT  127   -25.170133   -24.883562   -24.780603
  FCI    190   -25.171887   -24.895599   -24.781896
CISD minus FCI, roots 1,2,3 (Eh): 0.002705 0.029538 0.017767
CISD minus FCI, roots 1,2,3 (eV): 0.0736 0.8038 0.4835
CISD + 3 exact vectors, lowest roots (Eh): -25.171887 -24.895599 -24.781896
lowest root with HF function removed: -24.902958 Eh
  its distance below FCI root 2: 0.007358 Eh
lowest singlet Pi root: CISD -25.033318, FCI -25.056926 Eh
H atom Gaussian exponents (bohr^-2): 0.004 times powers of 3
H atom s roots 1,2,3 (Eh) for n functions
  n= 1   -0.094925
  n= 2   -0.166598   -0.055990
  n= 3   -0.260955   -0.083104   -0.041534
  n= 4   -0.366437   -0.105506   -0.049425
  n= 5   -0.447293   -0.117732   -0.052843
  n= 6   -0.484541   -0.122964   -0.054516
  n= 7   -0.496379   -0.124464   -0.054924
  n= 8   -0.499208   -0.124827   -0.055040
  n= 9   -0.499825   -0.124903   -0.055060
  n=10   -0.499947   -0.124919   -0.055065
  exact  -0.500000  -0.125000  -0.055556
H atom p roots 1,2 (Eh), n=10: -0.124972 -0.055342
  exact p levels (Eh): -0.125000 -0.055556
H atom 1s-2s gap: n=4 0.260931, exact 0.375000 Eh
well, even roots 1,2 (hbar=m=1), threshold 0
  n= 3 -0.477272 4.139e-01
  n= 6 -0.477275 3.934e-03
  n=10 -0.477275 1.430e-05
  grid value of the one even bound level: -0.47740
```
